# Line widths in a two-photon cascade between decaying levels: verification in Python

```python
"""
Cascade a -> b -> c with photons 1 and 2; a and b have total decay rates
Gamma_a and Gamma_b, and c is stable.
Result under test (FWHM in angular frequency):
    photon 1: Gamma_a + Gamma_b;  photon 2: Gamma_b;  summed energy: Gamma_a.
If c itself decays at Gamma_c, the summed energy has width Gamma_a + Gamma_c.
d1, d2 are the detunings of photons 1 and 2 from their line centres.
The joint density of (d1, d2) is tested against unitary evolution of a full
Hamiltonian with discretized photon continua. The example is Li 3s -> 2p -> 2s
with frozen-core Hartree-Fock orbitals.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import jv
from pyscf import gto


def full_width(x, spectrum, center, window=5.0):
    """FWHM by interpolation of the inverse spectrum around a grid peak."""
    near = np.abs(x - center) <= window
    inverse = 1.0 / spectrum[near]
    spline = CubicSpline(x[near], inverse)
    roots = spline.solve(2.0 * inverse.min(), extrapolate=False)
    assert len(roots) == 2
    return roots.max() - roots.min()


# ---------- unitary evolution with explicit photon modes ----------
# Level a decays to b and to a side level e; b decays to c and to a side level f.
rate_ab, rate_ae, rate_bc, rate_bf = 0.6, 0.4, 1.5, 0.5
gamma_a, gamma_b = rate_ab + rate_ae, rate_bc + rate_bf
spacing, final_time = 0.3125, 18.0
assert final_time < 2 * np.pi / spacing  # stop before the discrete modes revive


def evolve_cascade(half):
    """Return mode detunings and probabilities of pairs [c or f, photon 1, photon 2]."""
    grid = spacing * np.arange(-half, half + 1)
    n = len(grid)
    g_ab, g_ae, g_bc, g_bf = np.sqrt(
        np.array([rate_ab, rate_ae, rate_bc, rate_bf]) * spacing / (2 * np.pi))
    pair_energy = (grid[:, None] + grid[None, :]).ravel()
    energy = np.concatenate(([0.0], grid, grid, pair_energy, pair_energy))
    bound = (2 * grid[-1] + np.sqrt(n * (g_ab**2 + g_ae**2))
             + np.sqrt(n * (g_bc**2 + g_bf**2)))

    def scaled_hamiltonian(v):
        out = energy * v
        side, b = v[1:1 + n], v[1 + n:1 + 2 * n]
        pairs = v[1 + 2 * n:].reshape(2, n, n)
        out[0] += g_ae * side.sum() + g_ab * b.sum()
        out[1:1 + n] += g_ae * v[0]
        out[1 + n:1 + 2 * n] += (g_ab * v[0] + g_bc * pairs[0].sum(axis=1)
                                 + g_bf * pairs[1].sum(axis=1))
        out_pairs = out[1 + 2 * n:].reshape(2, n, n)
        out_pairs[0] += g_bc * b[:, None]
        out_pairs[1] += g_bf * b[:, None]
        out /= bound
        return out

    # Chebyshev series of exp(-iHt); H and the initial state are real, so even
    # and odd orders give the real and imaginary parts (up to an overall sign).
    argument = bound * final_time
    terms = int(argument + 10 * argument**(1 / 3) + 30)
    bessel = jv(np.arange(terms), argument)
    previous = np.zeros(len(energy))
    previous[0] = 1.0
    current = scaled_hamiltonian(previous)
    parts = [bessel[0] * previous, 2 * bessel[1] * current]
    for order in range(2, terms):
        following = 2 * scaled_hamiltonian(current) - previous
        previous, current = current, following
        parts[order % 2] += 2 * (-1)**(order // 2) * bessel[order] * current
    probability = parts[0]**2 + parts[1]**2
    assert abs(probability.sum() - 1) < 1e-7
    return grid, probability[1 + 2 * n:].reshape(2, n, n)


fixed_steps = 4
fixed_d2 = fixed_steps * spacing
central = 9
all_widths, all_densities, all_yields, bands = [], [], [], []
for half in (64, 128):
    grid, pairs = evolve_cascade(half)
    index_sum = np.add.outer(np.arange(len(grid)), np.arange(len(grid)))
    sum_spectrum = np.bincount(index_sum.ravel(), pairs[0].ravel())
    sum_grid = spacing * np.arange(-2 * half, 2 * half + 1)
    all_widths.append([
        full_width(grid, pairs.sum(axis=(0, 2)), 0.0),
        full_width(grid, pairs[0].sum(axis=0), 0.0),
        full_width(sum_grid, sum_spectrum, 0.0),
        full_width(grid, pairs[0][:, half + fixed_steps], -fixed_d2)])
    block = slice(half - central, half + central + 1)
    all_densities.append(pairs[0][block, block] / spacing**2)
    all_yields.append(pairs[0].sum())
    bands.append(grid[-1])
all_widths = np.array(all_widths)
# Finite-band errors are of first order in 1/bandwidth: remove that order.
widths = 2 * all_widths[1] - all_widths[0]
density = 2 * all_densities[1] - all_densities[0]
pair_yield = 2 * all_yields[1] - all_yields[0]

expected_widths = np.array([gamma_a + gamma_b, gamma_b, gamma_a, gamma_a])
assert np.allclose(widths, expected_widths, rtol=0.01)
d = spacing * np.arange(-central, central + 1)
d1, d2 = d[:, None], d[None, :]
formula_density = (rate_ab * rate_bc / (4 * np.pi**2)
                   / (((d1 + d2)**2 + gamma_a**2 / 4) * (d2**2 + gamma_b**2 / 4)))
density_error = np.max(np.abs(density / formula_density - 1))
assert density_error < 0.02  # remaining second-order finite-band error
expected_yield = rate_ab * rate_bc / (gamma_a * gamma_b)
assert abs(pair_yield / expected_yield - 1) < 0.01

# ---------- final level c unstable: time integration of damped amplitudes ----------
gamma_c = 1.5
times = np.linspace(0.0, 25.0, 2501)


def sum_signal(total_detuning):
    """Probability density of d1 + d2, up to a constant, counted by decays of c."""
    signal = 0.0
    for det2 in np.linspace(-40, 40, 321):
        det1 = total_detuning - det2
        source_b = np.exp((1j * det1 + (gamma_b - gamma_a) / 2) * times)
        amp_b = (np.exp(-gamma_b * times / 2)
                 * cumulative_trapezoid(source_b, times, initial=0))
        source_c = np.exp((1j * det2 + gamma_c / 2) * times) * amp_b
        amp_c = (np.exp(-gamma_c * times / 2)
                 * cumulative_trapezoid(source_c, times, initial=0))
        signal += trapezoid(np.abs(amp_c)**2, times)
    return signal


peak_signal = sum_signal(0.0)
unstable_width = 2 * brentq(lambda s: sum_signal(s) / peak_signal - 0.5,
                            0.2, 3.0, xtol=1e-4)
assert abs(unstable_width / (gamma_a + gamma_c) - 1) < 0.01

# ---------- electric-dipole decay rate, atomic units ----------
alpha = constants.fine_structure


def dipole_rate(omega, strength):
    """Decay rate for transition energy omega and summed squared dipole strength."""
    return 4 / 3 * alpha**3 * omega**3 * strength


dipole = np.array([0.3 + 0.2j, -0.7j, 1.1])
nodes, weights = np.polynomial.legendre.leggauss(8)
angular_sum = 0.0
for cos_t, weight in zip(nodes, weights):
    sin_t = np.sqrt(1 - cos_t**2)
    for phi in 2 * np.pi * np.arange(12) / 12:
        pol_1 = np.array([cos_t * np.cos(phi), cos_t * np.sin(phi), -sin_t])
        pol_2 = np.array([-np.sin(phi), np.cos(phi), 0.0])
        angular_sum += weight * 2 * np.pi / 12 * (
            abs(pol_1 @ dipole)**2 + abs(pol_2 @ dipole)**2)
golden_rule = 0.4**3 * alpha**3 / (2 * np.pi) * angular_sum
assert np.isclose(golden_rule, dipole_rate(0.4, np.sum(np.abs(dipole)**2)), rtol=1e-10)


def make_atom(symbol, charge, spin, s_set, p_set):
    """Atom with even-tempered shells; each set is (smallest exponent, ratio, count)."""
    shells = []
    for angular, (first, ratio, count) in enumerate((s_set, p_set)):
        shells += [[angular, [first * ratio**k, 1.0]] for k in range(count)]
    return gto.M(atom=symbol + " 0 0 0", charge=charge, spin=spin,
                 basis={symbol: shells}, verbose=0)


fine_basis = ((0.003, 2.0, 20), (0.004, 2.0, 14))
coarse_basis = ((0.004, 2.3, 16), (0.005, 2.3, 11))

hydrogen = make_atom("H", 0, 1, *fine_basis)
h_energy, h_orb = eigh(hydrogen.intor("int1e_kin") + hydrogen.intor("int1e_nuc"),
                       hydrogen.intor("int1e_ovlp"))
h_dipole = np.einsum("xpq,p,qi->xi", hydrogen.intor("int1e_r"),
                     h_orb[:, 0], h_orb[:, 1:5])
h_rate = dipole_rate(h_energy[1:5].mean() - h_energy[0], np.sum(h_dipole**2) / 3)
assert abs(h_rate / ((2 / 3)**8 * alpha**3) - 1) < 2e-3  # exact 2p -> 1s rate


def lithium_cascade(basis):
    """Energies of 2s, 2p, 3s and dipole strengths of 3s->2p and 2p->2s."""
    ion = make_atom("Li", 1, 0, *basis)
    core_h = ion.intor("int1e_kin") + ion.intor("int1e_nuc")
    overlap, repulsion = ion.intor("int1e_ovlp"), ion.intor("int2e")
    energies, orbitals = eigh(core_h, overlap)
    converged = False
    for _ in range(80):
        core = orbitals[:, 0]
        half_contracted = repulsion @ core
        coulomb = half_contracted @ core
        exchange = np.einsum("prq,r->pq", half_contracted, core)
        new_energies, orbitals = eigh(core_h + 2 * coulomb - exchange, overlap)
        change = np.max(np.abs(new_energies[:6] - energies[:6]))
        energies = new_energies
        if change < 1e-9:
            converged = True
            break
    assert converged
    # Order of the orbitals: 1s, 2s, three 2p, 3s.
    assert np.ptp(energies[2:5]) < 1e-7
    assert energies[1] < energies[2] < energies[5] < energies[6]
    position = ion.intor("int1e_r")
    upper = np.einsum("xpq,pi,q->xi", position, orbitals[:, 2:5], orbitals[:, 5])
    lower = np.einsum("xpq,p,qi->xi", position, orbitals[:, 1], orbitals[:, 2:5])
    return (energies[1], energies[2:5].mean(), energies[5],
            np.sum(upper**2), np.sum(lower**2) / 3)


def lithium_rates(data):
    e_2s, e_2p, e_3s, strength_1, strength_2 = data
    return np.array([dipole_rate(e_3s - e_2p, strength_1),
                     dipole_rate(e_2p - e_2s, strength_2)])


li = lithium_cascade(fine_basis)
li_rates = lithium_rates(li)
basis_change = np.max(np.abs(lithium_rates(lithium_cascade(coarse_basis)) / li_rates - 1))
assert basis_change < 0.01
time_unit = constants.physical_constants["atomic unit of time"][0]
rates_si = li_rates / time_unit
width_3s, width_2p = rates_si / (2 * np.pi * 1e6)
omega_1, omega_2 = li[2] - li[1], li[1] - li[0]
separation = abs(omega_1 - omega_2) / time_unit / (2 * np.pi * 1e6)
assert separation / (width_3s + width_2p) > 1e4


def li_photon_1(detuning):
    """Photon-1 line of Li in MHz, by quadrature of the joint density."""
    def joint(y):
        return 1 / (((detuning + y)**2 + width_3s**2 / 4) * (y**2 + width_2p**2 / 4))
    return quad(joint, -np.inf, np.inf, epsabs=1e-13, epsrel=1e-9, limit=300)[0]


li_peak = li_photon_1(0.0)
li_line_width = 2 * brentq(lambda x: li_photon_1(x) / li_peak - 0.5,
                           0.1 * width_3s, 3 * (width_3s + width_2p))
assert abs(li_line_width / (width_3s + width_2p) - 1) < 1e-5

print("MODEL WITH EXPLICIT PHOTON MODES (rates and widths in units of Gamma_a)")
print(f"partial rates a->b, a->e: {rate_ab:.2f}, {rate_ae:.2f}")
print(f"partial rates b->c, b->f: {rate_bc:.2f}, {rate_bf:.2f}")
print(f"total rates Gamma_a, Gamma_b: {gamma_a:.2f}, {gamma_b:.2f}")
print(f"mode spacing: {spacing:.4f}; half-bandwidths: {bands[0]:.1f}, {bands[1]:.1f}")
print(f"evolution time: {final_time:.1f} / Gamma_a")
print("FWHM: narrow band, wide band, extrapolated, predicted")
labels = ("photon 1", "photon 2", "summed energy", "photon 1 at fixed d2")
for label, narrow, wide, limit, predicted in zip(
        labels, all_widths[0], all_widths[1], widths, expected_widths):
    print(f"  {label}: {narrow:.4f}, {wide:.4f}, {limit:.4f}, {predicted:.4f}")
print(f"fixed photon-2 detuning d2: {fixed_d2:.2f}")
print(f"largest relative error of joint density: {density_error:.1e}")
print(f"probability of a->b->c, extrapolated: {pair_yield:.4f}")
print(f"probability of a->b->c, predicted: {expected_yield:.4f}")
print(f"unstable c, Gamma_c: {gamma_c:.2f}")
print(f"unstable c, summed-energy FWHM, computed: {unstable_width:.4f}")
print(f"unstable c, summed-energy FWHM, predicted: {gamma_a + gamma_c:.4f}")
print("LITHIUM 3s -> 2p -> 2s, FROZEN-CORE HARTREE-FOCK")
print(f"orbital energy 2s: {li[0]:.5f} hartree")
print(f"orbital energy 2p: {li[1]:.5f} hartree")
print(f"orbital energy 3s: {li[2]:.5f} hartree")
print(f"transition energy 3s-2p: {omega_1:.5f} hartree")
print(f"transition energy 2p-2s: {omega_2:.5f} hartree")
print(f"summed squared dipole 3s->2p: {li[3]:.3f} (e a0)^2")
print(f"summed squared dipole 2p->2s: {li[4]:.3f} (e a0)^2")
print(f"decay rate of 3s: {rates_si[0] / 1e6:.2f} x 10^6 s^-1")
print(f"decay rate of 2p: {rates_si[1] / 1e6:.2f} x 10^6 s^-1")
print(f"largest relative rate change with coarser basis: {basis_change:.1e}")
print(f"level width of 3s, Gamma/2pi: {width_3s:.3f} MHz")
print(f"level width of 2p, Gamma/2pi: {width_2p:.3f} MHz")
print(f"3s-2p line FWHM, by quadrature: {li_line_width:.3f} MHz")
print(f"3s-2p line FWHM, sum of level widths: {width_3s + width_2p:.3f} MHz")
print(f"2p-2s line FWHM: {width_2p:.3f} MHz")
print(f"summed-energy FWHM: {width_3s:.3f} MHz")
print(f"false sum width for independent photons: {width_3s + 2 * width_2p:.3f} MHz")
print(f"separation of the two lines: {separation:.3e} MHz")
print(f"separation / 3s-2p line width: {separation / li_line_width:.2e}")
print("checks complete")
```

It prints:

```
MODEL WITH EXPLICIT PHOTON MODES (rates and widths in units of Gamma_a)
partial rates a->b, a->e: 0.60, 0.40
partial rates b->c, b->f: 1.50, 0.50
total rates Gamma_a, Gamma_b: 1.00, 2.00
mode spacing: 0.3125; half-bandwidths: 20.0, 40.0
evolution time: 18.0 / Gamma_a
FWHM: narrow band, wide band, extrapolated, predicted
  photon 1: 3.0821, 3.0404, 2.9987, 3.0000
  photon 2: 2.0652, 2.0322, 1.9993, 2.0000
  summed energy: 1.0171, 1.0085, 0.9998, 1.0000
  photon 1 at fixed d2: 1.0175, 1.0085, 0.9994, 1.0000
fixed photon-2 detuning d2: 1.25
largest relative error of joint density: 4.5e-03
probability of a->b->c, extrapolated: 0.4501
probability of a->b->c, predicted: 0.4500
unstable c, Gamma_c: 1.50
unstable c, summed-energy FWHM, computed: 2.4999
unstable c, summed-energy FWHM, predicted: 2.5000
LITHIUM 3s -> 2p -> 2s, FROZEN-CORE HARTREE-FOCK
orbital energy 2s: -0.19630 hartree
orbital energy 2p: -0.12864 hartree
orbital energy 3s: -0.07380 hartree
transition energy 3s-2p: 0.05484 hartree
transition energy 2p-2s: 0.06767 hartree
summed squared dipole 3s->2p: 9.279 (e a0)^2
summed squared dipole 2p->2s: 5.660 (e a0)^2
decay rate of 3s: 32.78 x 10^6 s^-1
decay rate of 2p: 37.57 x 10^6 s^-1
largest relative rate change with coarser basis: 9.0e-05
level width of 3s, Gamma/2pi: 5.217 MHz
level width of 2p, Gamma/2pi: 5.979 MHz
3s-2p line FWHM, by quadrature: 11.196 MHz
3s-2p line FWHM, sum of level widths: 11.196 MHz
2p-2s line FWHM: 5.979 MHz
summed-energy FWHM: 5.217 MHz
false sum width for independent photons: 17.175 MHz
separation of the two lines: 8.439e+07 MHz
separation / 3s-2p line width: 7.54e+06
checks complete
```
